\section*{Resonances of a Quantum Well in a Uniform Field from Airy Matching}

\section{Result and setting}

An electron of constant mass $m$ sits in a well of depth $V_0$ and width $L=2a$. A uniform force $F>0$ pushes it to the right. In atomic units, with $\hbar=1$,
\begin{equation}
H=\frac{p^2}{2m}-V_0\,\theta(a-|x|)-Fx .
\label{H}
\end{equation}
Energies are counted from the barrier edge at the well centre. At $F=0$ the ground level is $E_0=-\kappa^2/2m$. In the field it becomes a resonance $E=E_r-i\Gamma/2$, where $\Gamma$ is the full width and also the escape rate. It is found by solving $c_A(E)=i\,c_B(E)$, where $c_A$ and $c_B$ multiply the Airy functions Ai and Bi to the right of the well. As $F\to0$,
\begin{equation}
\Gamma\to\frac{\kappa^2k^2e^{2\kappa a}}{mk_0^2(1+\kappa a)}
\exp\!\left(-\frac{2\kappa^3}{3mF}\right),
\label{limit}
\end{equation}
with $k_0^2=2mV_0$ and $k^2=k_0^2-\kappa^2$. The ratio of the two sides differs from 1 by an amount of order $F$. The limit requires $Fa\ll|E_0|$, $F\ll\kappa^3/m$, and a barrier that extends beyond the outer turning point with no further band step to reflect the escaping electron. The corrections $mFa^2/\kappa$ and $\kappa\alpha F$ to the exponent, derived below with $\alpha$ the polarizability of the level, must also be small compared with 1.

\section{Why a single real eigenvalue gives no width}

The obvious scheme puts a hard wall far to the right and diagonalizes. The Hamiltonian is then Hermitian, so every eigenvalue is real and none carries a width. The wall reflects the escaped electron, whereas the unbounded field in (\ref{H}) carries it away. The width can still be recovered indirectly, from how the real levels and their weight in the well change as the wall is moved. The direct way is to replace the condition at the wall by one that lets the electron leave.

In the barriers the Schr\"odinger equation reads $\psi''=-2mF(x+E/F)\psi$. Define
\begin{equation}
\beta=(2mF)^{1/3},\qquad z=-\beta\left(x+\frac EF\right).
\end{equation}
Then $\psi''=\beta^2\psi_{zz}$, while the right side is $-\beta^3(x+E/F)\psi=\beta^2z\psi$. Hence $\psi_{zz}=z\psi$, the Airy equation. In the well $E$ is replaced by $E+V_0$, and the argument is called $u$.

Far to the left $z\to+\infty$, where Ai decays and Bi grows, so $\psi=\mathrm{Ai}(z)$ there. Far to the right $z\to-\infty$. With $\zeta=\frac23|z|^{3/2}$,
\begin{equation}
\mathrm{Ai}\to\frac{\sin(\zeta+\pi/4)}{\sqrt\pi\,|z|^{1/4}},\qquad
\mathrm{Bi}\to\frac{\cos(\zeta+\pi/4)}{\sqrt\pi\,|z|^{1/4}} .
\end{equation}
The combination $C=\mathrm{Bi}+i\,\mathrm{Ai}$ therefore tends to $\pi^{-1/2}|z|^{-1/4}e^{i(\zeta+\pi/4)}$. Its phase grows with $x$, so with the time factor $e^{-iEt}$ it travels to the right. This is the outgoing wave.

\section{Matching, and why the energy is complex}

The mass is the same everywhere, so $\psi$ and $\psi'$ are continuous at the edges. Since $\psi'=-\beta\psi_z$ with one $\beta$ in all regions, the slope in the Airy variable is continuous too. Let $p$ and $d$ be the value and this slope at an edge. The coefficients beyond it obey
\begin{align}
p&=c_A\mathrm{Ai}+c_B\mathrm{Bi}, & d&=c_A\mathrm{Ai}'+c_B\mathrm{Bi}' .
\end{align}
Multiply the first equation by $\mathrm{Bi}'$, the second by $\mathrm{Bi}$, and subtract. The $c_B$ terms cancel, and the Wronskian $\mathrm{Ai}\,\mathrm{Bi}'-\mathrm{Ai}'\mathrm{Bi}=1/\pi$ remains. Eliminating $c_A$ in the same way gives the other coefficient:
\begin{equation}
c_A=\pi(p\,\mathrm{Bi}'-d\,\mathrm{Bi}),\qquad
c_B=\pi(d\,\mathrm{Ai}-p\,\mathrm{Ai}').
\label{connect}
\end{equation}
The rule is used twice. At $x=-a$, take $p=\mathrm{Ai}(z)$ and $d=\mathrm{Ai}'(z)$ from the left barrier, and evaluate the functions in (\ref{connect}) at $u$. At $x=a$, compute $p$ and $d$ from the well solution, and evaluate the functions at $z$. The right-hand wave $c_A\mathrm{Ai}+c_B\mathrm{Bi}$ is proportional to $C$ when
\begin{equation}
D(E)\equiv c_A(E)-i\,c_B(E)=0 .
\label{D}
\end{equation}

No real energy solves this. For real $E$ both coefficients are real, so $D=0$ would force $c_A=c_B=0$ and hence $\psi=0$ everywhere. The sign of the imaginary part follows from continuity. For $\psi e^{-iEt}$ the density varies as $|\psi|^2e^{-\Gamma t}$, and $\partial_t|\psi|^2+J'=0$ becomes
\begin{equation}
J'=\Gamma|\psi|^2,\qquad J=\frac1m\,\mathrm{Im}(\psi^*\psi').
\end{equation}
The current vanishes at $x\to-\infty$, so
\begin{equation}
\Gamma=\frac{J(X)}{\int_{-\infty}^{X}|\psi|^2dx}
\label{flux}
\end{equation}
for every $X$. Far to the right $\psi'/\psi\to i\sqrt{2mFx}$, hence $J>0$ and $\Gamma>0$.

The price is a wave that cannot be normalized. Since $d\zeta/dE=\sqrt{2mx/F}$ at large $x$, the imaginary part of $E$ multiplies $|\psi|^2$ by $\exp(\Gamma\sqrt{2mx/F})$. The square root is the time a classical particle needs to reach $x$ from rest, because $x=Ft^2/2m$. The wave is larger far out because that part left earlier, when the well was fuller.

\section{Finding the right root with enough digits}

$D$ is analytic in $E$, so a complex secant step applies:
\begin{equation}
E_{n+1}=E_n-D(E_n)\frac{E_n-E_{n-1}}{D(E_n)-D(E_{n-1})} .
\end{equation}
When the secant method converges, it gives some zero of $D$, which need not be the wanted one. A second, odd level exists at zero field whenever $k_0a>\pi/2$, and it has its own resonance. The iteration is therefore started from $E_0$ at the weakest field, and each root starts the search at the next field.

The starting value comes from the even bound state, $\cos kx$ inside and $e^{-\kappa|x|}$ outside. Equal logarithmic derivatives at $x=a$ give $k\tan ka=\kappa$, whose lowest root is the ground level.

Rounding is a danger at weak field. A complex number stores its two parts separately, so double precision can represent a tiny width. But if the error of a complex Airy value is known only relative to its modulus, about $10^{-16}$, the resulting error in $D$ can move the root by up to about $10^{-16}|E_0|$ in any direction of the complex plane. In the example below, $\Gamma/|E_r|$ is about $5\times10^{-11}$ at 0.05 MV/cm, which would leave five or six digits. At 0.025 MV/cm it is $3\times10^{-22}$, below such an error, and at 0.00625 MV/cm it is $4\times10^{-89}$. The Airy functions and the iteration are therefore carried to 125 digits, which resolves the width without relying on a separate accuracy of the imaginary part.

\section{The weak-field rate}

Apply (\ref{flux}) with $X$ at the outer turning point $x_t=|E_r|/F$. As $F\to0$ the wave to the left of $x_t$ tends to the bound state, normalized to 1, so $\Gamma\to J(x_t)$. Choosing $X=a$ instead would leave out the part of the bound state in the right barrier.

To the right of the well $\psi=A\,C(z)$. The imaginary part of $z$ is $\beta\Gamma/2F$, which is exponentially small. At the turning point $C$ and $C_z$ are of order one, so $z$ may be taken real in the current there. (Near the well $|C|^2$ is exponentially large and the current would need a correction, but the modulus $|C|$ itself does not.) Then at $x_t$
\begin{equation}
\mathrm{Im}(C^*C_z)=\mathrm{Bi}\,\mathrm{Ai}'-\mathrm{Ai}\,\mathrm{Bi}'=-\frac1\pi .
\end{equation}
The factor $-\beta$ from $\psi'=-\beta\psi_z$ makes the current positive:
\begin{equation}
J=\frac{\beta|A|^2}{\pi m}=\frac{\beta}{\pi m}\frac{|\psi(a)|^2}{|C(z_a)|^2},
\qquad z_a=\frac{\beta(|E_r|-Fa)}{F}.
\end{equation}
At weak field $z_a\gg1$. There Ai is negligible beside $\mathrm{Bi}\simeq\pi^{-1/2}z_a^{-1/4}\exp(\frac23z_a^{3/2})$, so
\begin{equation}
J\simeq\frac{|\psi(a)|^2}{m}\,\beta\sqrt{z_a}\,
\exp\!\left(-\tfrac43z_a^{3/2}\right).
\end{equation}
From $\beta^3=2mF$ we get $\beta^2z_a=2m(|E_r|-Fa)\equiv\kappa_a^2$, and $\frac43z_a^{3/2}=4\kappa_a^3/(3\beta^3)$. Thus
\begin{equation}
\Gamma\simeq\frac{|\psi(a)|^2\kappa_a}{m}e^{-2S},\qquad
2S=\frac{4\sqrt{2m}}{3F}(|E_r|-Fa)^{3/2}.
\label{wkb}
\end{equation}
This $2S$ equals $2\int_a^{x_t}\sqrt{2m(|E_r|-Fx)}\,dx$, the WKB barrier exponent.

The edge density is needed next. For $\psi=B\cos kx$ inside, the normalization is
\begin{equation}
\frac1{B^2}=a+\frac{\sin ka\cos ka}{k}+\frac{\cos^2ka}{\kappa}.
\end{equation}
Since $\tan ka=\kappa/k$, the middle term is $\cos^2\!ka\;\kappa/k^2$, and $\cos^2ka=k^2/(k^2+\kappa^2)=k^2/k_0^2$. The last two terms add to $\cos^2\!ka\,(k^2+\kappa^2)/(k^2\kappa)=1/\kappa$. Hence
\begin{equation}
|\psi(a)|^2\to N^2=\frac{\cos^2ka}{a+1/\kappa}
=\frac{\kappa k^2}{k_0^2(1+\kappa a)} .
\end{equation}

Now expand the exponent. By parity the first-order energy $-F\langle x\rangle$ vanishes, and second-order perturbation theory lowers the ground level, so $|E_r|=|E_0|+\frac12\alpha F^2$ with $\alpha>0$. With $\sqrt{2m|E_0|}=\kappa$,
\begin{align}
2S&=\frac{4\sqrt{2m}}{3F}\left[|E_0|^{3/2}
+\tfrac32|E_0|^{1/2}\left(\tfrac12\alpha F^2-Fa\right)+O(F^2)\right]\nonumber\\
&=\frac{2\kappa^3}{3mF}-2\kappa a+O(F).
\end{align}
The Stark shift adds $\kappa\alpha F$, and the term of second order in $Fa$ adds $mFa^2/\kappa$. Both vanish in the limit. The first-order effect of the tilt across half the well does not: it lowers the barrier in proportion to $F$, while the exponent is proportional to $1/F$. Its finite product is the factor $e^{2\kappa a}$. Inserting these results in (\ref{wkb}), with $\kappa_a\to\kappa$, gives (\ref{limit}).

In the limit of a narrow, deep well at fixed $\kappa$, $ka\to0$ and $k\tan ka=\kappa$ becomes $k^2a=\kappa$. Then $\kappa a\to0$, $k^2/k_0^2\to1$, and
\begin{equation}
\Gamma\to\frac{\kappa^2}{m}\exp\!\left(-\frac{2\kappa^3}{3mF}\right),
\end{equation}
the rate for a zero-range well. A finite width changes the prefactor but not the exponential slope at given $\kappa$.

\section{A worked well}

Take $m=0.10$ electron masses, $V_0=0.20$ eV and $L=60$ angstrom. The zero-field level is $-0.15235$ eV, with $k=0.03536$ and $\kappa=0.06324$ per angstrom, and $N^2=0.00520$ per angstrom.

The prefactor of (\ref{limit}) is $(\kappa^2/m)(N^2/\kappa)e^{2\kappa a}$. Here $\kappa^2/m=2|E_0|=0.3047$ eV, $N^2/\kappa=0.0822$ and $e^{2\kappa a}=e^{3.794}=44.4$, so the product is 1.11 eV. The exponent is 1.2846 MV/cm divided by the field. At 0.1 MV/cm,
\begin{equation}
\Gamma_{\rm lim}=1.1135\,e^{-12.846}\ \mathrm{eV}=2.94\times10^{-6}\ \mathrm{eV}.
\end{equation}
Matching gives $2.43\times10^{-6}$ eV, a rate of $3.7\times10^9$ per second or a lifetime of 0.27 ns. With the well held fixed, the results are:

\begin{center}
\begin{tabular}{cccc}
Field (MV/cm) & $E_r$ (eV) & $\Gamma$ (eV) & $\Gamma/\Gamma_{\rm lim}$\\
0.00625 & $-0.15236$ & $6.05\times10^{-90}$ & 0.990\\
0.0125 & $-0.15239$ & $2.56\times10^{-45}$ & 0.980\\
0.025 & $-0.15252$ & $5.17\times10^{-23}$ & 0.960\\
0.05 & $-0.15301$ & $7.11\times10^{-12}$ & 0.918\\
0.1 & $-0.15500$ & $2.43\times10^{-6}$ & 0.829\\
0.2 & $-0.16345$ & $1.13\times10^{-3}$ & 0.626
\end{tabular}
\end{center}

Between the two weakest fields the deviation from 1 halves with the field, by a factor 0.497. Removing the linear term gives $2(0.99019)-0.98028=1.0001$ at zero field. The slope of $\ln\Gamma$ against $1/F$ approaches its limit faster. If $\ln(\Gamma/\Gamma_{\rm lim})=-cF$, the slope taken between $F_1$ and $F_2$ is wrong by $cF_1F_2$, which is of second order. For the two weakest fields it agrees with $-2\kappa^3/3m$ to a relative $10^{-4}$. A correct slope therefore says little about the absolute rate.

At 0.1 MV/cm part of the deviation can be traced. The two leading terms of the exponent give $12.846-3.794=9.05$. The unexpanded $2S$ with the shifted level is $12.846\,(0.12500/0.15235)^{3/2}=9.55$, which lowers the rate by a factor 0.61. The factor $\kappa_a/\kappa=0.91$ lowers it further, to 0.55. The computed ratio is 0.83, so the remaining corrections raise the rate by a factor of about 1.5. The main part is the edge density, because the field pushes the electron towards the exit edge. Diagonalizing with a hard wall 200 angstrom to the right of the well centre, which leaves the level at $-0.15500$ eV, gives $|\psi(a)|^2$ equal to 1.55 times its zero-field value. The next term in the asymptotic form of Bi contributes a factor 0.97, and the product of all four factors is 0.83.

\section{Two checks that avoid the outgoing condition}

The first check continues the coordinate to $x=a+re^{i\theta}$ beyond the right edge, with $\theta=0.6$. The leading exponent of the outgoing wave becomes $\frac23i\sqrt{2mF}\,r^{3/2}e^{3i\theta/2}$. Its real part is negative, so the wave decays and a matrix eigenvalue problem can represent it. Without Airy functions, this gives $\Gamma=2.43368\times10^{-6}$ eV at 0.1 MV/cm and $1.13204\times10^{-3}$ eV at 0.2 MV/cm, the same digits as the matching. Refining the mesh from 10 to 14 nodes per element moves these complex energies by less than $10^{-12}$ eV.

The second check asks whether $\Gamma$ is a decay rate in time. Prepare the zero-field bound state $\phi_0$ and switch on 0.2 MV/cm. With real-energy states $\psi_E$ normalized to $\delta(E-E')$, the survival amplitude is
\begin{equation}
\langle\phi_0|e^{-iHt}|\phi_0\rangle=\int|\langle\psi_E|\phi_0\rangle|^2e^{-iEt}\,dE .
\end{equation}
The logarithmic fall of its squared modulus between $t=2/\Gamma$ and $4/\Gamma$ gives $1.13204\times10^{-3}$ eV, again the matched width.

\section{What a real well changes}

The parameters are rough values for a conduction electron in CdTe between CdMgTe barriers. The fields below 0.05 MV/cm serve only the limit: their tunnelling rates are too small to matter in a device. At 0.1 MV/cm the turning point lies 155 angstrom from the well centre, so the barrier must at least be thicker than about 125 angstrom for the model to apply. That is not sufficient, because an abrupt end of the barrier reflects the escaping wave, and the effect fades only slowly with thickness. If the barrier ends in a 0.2 eV step down, the rate is 0.45 of the computed value for a thickness of 150 to 170 angstrom. For thicker barriers it oscillates, from about 0.7 to 1.5 times the computed value near 250 to 280 angstrom and still by about 15 per cent near 700 angstrom. The constant mass is a poor approximation at this precision. Masses proportional to the energy above the valence edge, with rough gaps of 1.5 eV in the well and 1.8 eV in the barrier, raise the exponent from 9.245 to 10.123, both taken with zero-field levels. The exponential factor then falls to 0.42 of its value, and the full resonance width in the same model to 0.39. Temperature can matter more. A classical estimate multiplies the one-way thermal speed $\sqrt{k_BT/2\pi m}$ by $1/L$ and by $e^{-(|E_0|-Fa)/k_BT}$. It gives $7\times10^4$ per second at 77 K, far below tunnelling, but $1.3\times10^{11}$ per second at 300 K, about 34 times the tunnelling rate. The prefactor is uncertain: the transition-state form $(k_BT/2\pi)\,e^{-(|E_0|-Fa)/k_BT}$ gives about 15 times instead. The second level of this well opens another path: at 0.1 MV/cm it lies near the barrier top, with a width of about 0.02 eV from the same matching. If it has its Boltzmann occupation, escape through it equals tunnelling from the ground level near 150 K. This figure is rough, because the width is then 1.6 times $k_BT$ and a single Boltzmann factor does not describe so broad a level; the classical and transition-state estimates place the crossover near 180 K and 200 K. The computed lifetime is thus relevant to a well kept well below that temperature, not to one at room temperature.

Charges also shift the rate. If a hole left in the well only deepened the level, by one effective Rydberg of 0.011 eV (rough permittivity 10, hole mass 0.5), the exponential factor would fall to 0.27. This shows only the order of magnitude: binding in a thin well is stronger than one Rydberg, while the attraction also reaches into the barrier and lowers it. A sheet of $10^{10}$ electrons per cm$^2$ changes the field by up to 0.0018 MV/cm, a factor of 1.25 if the change adds to the applied field. Interband tunnelling has an exponent of about 234 in a two-band estimate and is negligible here. An escaped electron that loses no energy gains the 1.8 eV gap of the barrier material over 1800 angstrom, so impact ionization cannot be excluded in longer high-field regions. Phonon-assisted escape, alloy disorder and interface roughness are left out and have not been sized.

\section*{Computed results}
\begin{verbatim}
mass 0.10 electron masses
well depth 0.200 eV, width 60.0 angstrom
zero-field level -0.152354 eV
k 0.035363, kappa 0.063236 1/angstrom
edge density N^2 0.005200 1/angstrom
limit prefactor 1.11354 eV
limit exponent times field 1.28457 MV/cm
field MV/cm | Er eV | Gamma eV | limit eV | ratio
0.00625 | -0.1523641 | 6.04510e-90 | 6.10498e-90 | 0.99019
0.01250 | -0.1523947 | 2.55590e-45 | 2.60732e-45 | 0.98028
0.02500 | -0.1525171 | 5.17340e-23 | 5.38829e-23 | 0.96012
0.05000 | -0.1530081 | 7.11449e-12 | 7.74602e-12 | 0.91847
0.10000 | -0.1550005 | 2.43368e-06 | 2.93692e-06 | 0.82865
0.20000 | -0.1634488 | 1.13204e-03 | 1.80842e-03 | 0.62598
ratio extrapolated to zero field 1.000107
error ratio on halving field 0.4973
fitted slope / limiting slope 0.999902
Stark shift ratio on doubling field 4.00052
complex scaling at 0.1 MV/cm:
  Er -0.1550005 eV, Gamma 2.43368e-06 eV
  mesh shift, 10 to 14 nodes 9.2e-14 eV
complex scaling at 0.2 MV/cm:
  Er -0.1634488 eV, Gamma 1.13204e-03 eV
  mesh shift, 10 to 14 nodes 5.1e-13 eV
Gamma from flux at 0.2 MV/cm 1.13204e-03 eV
Gamma from time decay, same 1.13204e-03 eV
spectral weight in window 0.99998
operating field 0.10 MV/cm
escape rate 3.6974e+09 1/s
lifetime 0.2705 ns
outer turning point 155.0 angstrom
barrier exponent 2S 9.245
rough gaps 1.5 and 1.8 eV
two-band level -0.15405 eV, 2S 10.123
two-band exponential rate factor 0.416
thermal emission at 77 K 7.05e+04 1/s
thermal emission at 300 K 1.25e+11 1/s
rough permittivity 10, hole mass 0.5
hole attraction 0.0113 eV, rate factor 0.269
sheet density 1e+10 1/cm2
sheet field 0.00181 MV/cm, rate factor 1.252
interband tunnelling exponent 233.8
length to gain the well gap 1500 angstrom
\end{verbatim}
